\section*{Why a weakly attached defect orbital blocks a one-channel wire at resonance}

\section{A small trap beside a thin wire}

A metal filament grown through an oxide can narrow to a chain one atom wide, with a single conducting channel. Suppose that a defect in the oxide beside it has one localized orbital whose energy lies inside the band of the chain. The orbital is not in the path of the electrons. It hangs on the side of one atom, and its overlap with that atom may be very small. One would expect a small overlap to cause a small disturbance, and at most energies it does. Yet an electron arriving at the energy of the defect level is completely reflected, and weakening the overlap does not let any of it through. The question is how a coupling that tends to zero can keep a full effect, and what is paid for it.

Take a chain of sites $n$ with site energy zero and matrix element $-t$ between neighbours, $t>0$. The defect orbital has energy $\varepsilon_d$ and is coupled to site 0 alone by a real matrix element $v\neq0$. The model describes one electron at a time, without repulsion, lattice motion or loss of phase. Its stationary equations are
\begin{align}
E\psi_n&=-t(\psi_{n-1}+\psi_{n+1}),\qquad n\neq0, \label{chain}\\
E\psi_0&=-t(\psi_{-1}+\psi_1)+v\psi_d, \label{zero}\\
E\psi_d&=\varepsilon_d\psi_d+v\psi_0. \label{defect}
\end{align}
A wave $e^{ikn}$ in the bare chain has $E=-2t\cos k$. For $0<k<\pi$ it moves to the right, because $dE/dk=2t\sin k>0$. The level is taken strictly inside the band, $|\varepsilon_d|<2t$, so that $\sin k\neq0$ there.

\section{The defect forces a node}

Write (\ref{defect}) as
\begin{equation}
(E-\varepsilon_d)\psi_d=v\psi_0 .
\label{node}
\end{equation}
At $E=\varepsilon_d$ the left side vanishes, so $v\psi_0=0$. Since $v\neq0$, $\psi_0=0$. The size of $v$ has dropped out. An orbital driven at its own frequency can be in a steady state only if the net drive on it is zero, and here the drive is $v\psi_0$.

A node at site 0 stops the current. From $i\hbar\,\partial_t\psi_n=-t(\psi_{n-1}+\psi_{n+1})$,
\begin{equation}
\partial_t|\psi_n|^2=-\frac{2t}{\hbar}\,\mathrm{Im}\left(\psi_n^*\psi_{n-1}+\psi_n^*\psi_{n+1}\right)=J_{n-1}-J_n,
\end{equation}
where the current from site $n$ to site $n+1$ is
\begin{equation}
J_n=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}).
\end{equation}
With $\psi_0=0$ we have $J_0=0$. In a stationary state the current is the same on every bond to the right of site 0, so it is zero on all of them. A transmitted wave $\tau e^{ikn}$ would carry $(2t/\hbar)|\tau|^2\sin k$; hence $\tau=0$.

This argument does not need a uniform chain. It needs every path from left to right to pass through site 0, and the defect to touch that site alone. For example, one 17-site section with random site energies within $\pm0.4$ eV and neighbour elements within 15\% of $t=1$ eV transmits 0.34 at 0.2 eV when the site equations are solved numerically. A defect level at 0.2 eV on its middle site brings this to zero.

What holds the node in place is the amplitude on the defect. With $\tau=0$ and $\psi_0=0$, the wave on the left is $e^{ikn}-e^{-ikn}$, so $\psi_{-1}=-2i\sin k$, while $\psi_1=0$. Equation (\ref{zero}) becomes $0=-t\psi_{-1}+v\psi_d$, which gives
\begin{equation}
\psi_d=-\frac{2it\sin k}{v},\qquad |\psi_d|^2=\left(\frac{2t\sin k}{v}\right)^2 .
\label{stored}
\end{equation}
The weaker the coupling, the larger the amplitude behind it. The product $v\psi_d$, which is what the chain feels, does not depend on $v$.

\section{The line shape}

At $E\neq\varepsilon_d$, (\ref{node}) gives $\psi_d=v\psi_0/(E-\varepsilon_d)$. Inserted in (\ref{zero}), it acts as an energy on site 0,
\begin{equation}
U(E)=\frac{v^2}{E-\varepsilon_d}.
\end{equation}
An ordinary weak impurity has a fixed small $U$. This one has a $U$ that grows without limit at the level.

Let $\psi_n=e^{ikn}+re^{-ikn}$ for $n\le0$ and $\psi_n=\tau e^{ikn}$ for $n\ge0$. The two forms agree at $n=0$ if $1+r=\tau$. The equation of site 0 is then
\begin{equation}
(E-U)\tau=-t\left(e^{-ik}+re^{ik}+\tau e^{ik}\right)
=2it\sin k-2t\tau e^{ik},
\end{equation}
where $r=\tau-1$ was used. Put $E=-t(e^{ik}+e^{-ik})$ and collect the terms in $\tau$:
\begin{equation}
\left[t(e^{ik}-e^{-ik})-U\right]\tau=(2it\sin k-U)\tau=2it\sin k .
\end{equation}
Dividing, and multiplying above and below by $E-\varepsilon_d$, we obtain
\begin{equation}
\tau=\frac{E-\varepsilon_d}{E-\varepsilon_d+i\gamma},\qquad
\gamma(E)=\frac{v^2}{2t\sin k},
\label{tau}
\end{equation}
and therefore
\begin{equation}
T=|\tau|^2=\frac{(E-\varepsilon_d)^2}{(E-\varepsilon_d)^2+\gamma^2}.
\label{T}
\end{equation}
The coupling sets the width of the dip and not its depth. When $\gamma$ varies little across the dip, $T=1/2$ at a distance $\gamma$ from the level.

The two limits do not commute. At a fixed $E\neq\varepsilon_d$, $T\to1$ as $v\to0$, as intuition demands. At $E=\varepsilon_d$, $T=0$ for every $v\neq0$, while $T=1$ at $v=0$. The expectation of a small effect comes from treating $v^2$ as small, which gives $r\approx-i\gamma/(E-\varepsilon_d)$. That requires $\gamma\ll|E-\varepsilon_d|$, which fails near the level however small $v$ is.

\section{Why the cancellation is complete}

The same result can be read as interference between the incident wave and a wave sent out by the defect. A source $s$ on site 0 of the bare chain emits $g\,e^{ik|n|}$, with $Eg=-2tge^{ik}+s$. Since $E+2te^{ik}=2it\sin k$, $g=s/(2it\sin k)$. Here $s=v\psi_d$, so the amplitude at site 0 is the incident 1 plus the emitted part, and (\ref{defect}) reads
\begin{equation}
(E-\varepsilon_d)\psi_d=v\left(1+\frac{v\psi_d}{2it\sin k}\right)=v-i\gamma\psi_d .
\label{drive}
\end{equation}
Thus $\psi_d=v/(E-\varepsilon_d+i\gamma)$, and the emitted wave has amplitude
\begin{equation}
\frac{v\psi_d}{2it\sin k}=\frac{-i\gamma}{E-\varepsilon_d+i\gamma}\;\longrightarrow\;-1\quad\text{at }E=\varepsilon_d .
\end{equation}
One factor $v$ comes from driving the defect and one from emission. On resonance the amplitude is limited by leakage alone, which is proportional to $v^2$, and the three factors cancel. The defect has no other outlet, so the forward emission cancels the incident wave and the backward emission is the reflected wave.

\section{The price is time}

A large amplitude behind a weak coupling cannot appear at once. Let a unit wave of energy $\varepsilon_d$ reach site 0 at time $t'=0$, with the defect empty, and write $\psi_d=a(t')e^{-i\varepsilon_dt'/\hbar}$. If $\gamma$ is much smaller than the distance from the level to the band edges, the chain responds almost at once compared with the defect, and the leakage term of (\ref{drive}) can be used in time:
\begin{equation}
i\hbar\dot a=v-i\gamma a,\qquad
a=\frac{v}{i\gamma}\left(1-e^{-\gamma t'/\hbar}\right).
\end{equation}
The transmitted amplitude is 1 plus the emitted part,
\begin{equation}
1+\frac{va}{2it\sin k}=1-\left(1-e^{-\gamma t'/\hbar}\right)=e^{-\gamma t'/\hbar}.
\end{equation}
At first the wave passes as if the defect were absent. The transmitted probability then dies out as $e^{-2\gamma t'/\hbar}$, with the residence time $\hbar/(2\gamma)$. This holds for a front that rises smoothly over a few sites; an abrupt front also carries energies far from the level, which add slowly fading oscillations to the decay. Without the drive, the population of a filled defect decays at the same rate.

For $t=1$ eV, $\varepsilon_d=0.2$ eV and $v=0.3$ eV, we have $\gamma=45.2$ meV and a residence time of 7.3 fs. Gaussian packets centred on the level energy were followed numerically by diagonalizing a closed chain of 2001 sites with the defect at its middle. A packet of rms length 5 sites, which lasts 1.7 fs, is transmitted with probability 0.76. One of 100 sites, lasting 33 fs, is transmitted with probability 0.043. In energy terms, the long packet has an rms spread of $2t\sin k/(2\times100)=1.99/200$ eV, or 10 meV, and fits well inside the dip. The short one has a spread twenty times larger and mostly misses it.

\section{What a conductance measurement sees}

A measurement averages over energy. In linear response, with two spins and the Fermi level placed at $\varepsilon_d$,
\begin{equation}
\frac{G}{G_0}=\int T(E)\,\frac{dE}{4k_BT_e\cosh^2[(E-\varepsilon_d)/2k_BT_e]},\qquad G_0=\frac{2e^2}{h}=77.5~\mu\mathrm S,
\label{G}
\end{equation}
where $T_e$ is the temperature. If $k_BT_e\ll\gamma$, then $T\approx(E-\varepsilon_d)^2/\gamma^2$. With $x=(E-\varepsilon_d)/k_BT_e$,
\begin{equation}
\int_{-\infty}^{\infty}\frac{x^2dx}{4\cosh^2(x/2)}
=2\sum_{m=1}^{\infty}(-1)^{m+1}m\int_0^\infty x^2e^{-mx}dx
=4\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3},
\end{equation}
so $G/G_0\approx(\pi^2/3)(k_BT_e/\gamma)^2$. If instead $k_BT_e\gg\gamma$, the missing part $1-T$ is a narrow Lorentzian of area $\pi\gamma$, weighted by the thermal factor at its peak, $1/(4k_BT_e)$:
\begin{equation}
\frac{G}{G_0}\approx1-\frac{\pi\gamma}{4k_BT_e}.
\label{hot}
\end{equation}

Numerical integration of (\ref{G}) gives the following values, with $t=1$ eV, $\varepsilon_d=0.2$ eV and the Fermi level held fixed:
\begin{center}
\begin{tabular}{lllll}
$v$ (eV) & $\gamma$ (meV) & $\hbar/2\gamma$ (fs) & $G/G_0$, 300 K & $G/G_0$, 4 K\\
0.5 & 126 & 2.6 & 0.097 & $2.5\times10^{-5}$\\
0.05 & 1.26 & 262 & 0.963 & 0.147\\
0.005 & 0.0126 & $2.6\times10^{4}$ & 0.9996 & 0.972
\end{tabular}
\end{center}
All three wires have $T(\varepsilon_d)=0$. For $v=0.05$ eV, $2t\sin k=1.99$ eV gives $\gamma=0.0025/1.99$ eV, or 1.26 meV, and (\ref{stored}) gives $|\psi_d|^2=(1.99/0.05)^2\approx1584$ for a unit incident amplitude. At 300 K, $k_BT_e=25.9$ meV, and (\ref{hot}) predicts a loss of $0.785\times1.26/25.9=0.038$; the integral gives 0.037. The complete block has become a 4\% reduction. At 4 K, $k_BT_e=0.34$ meV is not far below $\gamma$, so neither limit is accurate.

\section{When the block is moved, halved or filled in}

\textbf{A second contact.} Let the defect also couple to site 1 by $v_2$. Eliminating $\psi_d$ changes the matrix element between sites 0 and 1 to
\begin{equation}
-t+\frac{vv_2}{E-\varepsilon_d}.
\end{equation}
It vanishes at $E=\varepsilon_d+vv_2/t$. The wire is then cut at that energy, if it lies in the band, and no longer at $\varepsilon_d$. For $v=0.05$ eV and $v_2=0.005$ eV the shift is 0.25 meV, and solving the site equations gives $T=0.039$ at the old position.

\textbf{A second channel.} Let two open channels $j$ have real amplitudes $\phi_j$ on the contact site, and define $a_j=\phi_j/\sqrt{2t\sin k_j}$. Closed channels, whose waves decay along the wire, are assumed to have no amplitude on that site; if they do, they can move the minimum away from $\varepsilon_d$. For incoming amplitudes $c_j$ normalized to unit flux, the wave at the contact is $\sum_ja_jc_j$. A source $s$ there adds $-isa_j$ to channel $j$ and $-is\sum_ja_j^2$ to the contact. The node condition fixes $s$, and the outgoing amplitudes are
\begin{equation}
c_j-a_j\,\frac{\sum_la_lc_l}{\sum_la_l^2}.
\end{equation}
The combination proportional to $a_j$ is removed, and the one orthogonal to it passes untouched. The total transmission falls from 2 to 1, not to 0.

\textbf{Loss of phase.} Suppose that electrons on the defect lose their phase at a rate described by $\varepsilon_d\to\varepsilon_d-i\eta$, and then leave equally to both sides. At $E=\varepsilon_d$, (\ref{tau}) gives $\tau=\eta/(\eta+\gamma)$ and $r=-\gamma/(\eta+\gamma)$. The fraction that loses phase is $1-|r|^2-|\tau|^2=2\eta\gamma/(\eta+\gamma)^2$. Adding half of it to the transmission,
\begin{equation}
T_{\rm total}=\frac{\eta^2+\eta\gamma}{(\eta+\gamma)^2}=\frac{\eta}{\eta+\gamma}.
\end{equation}
This limits how weak the coupling may be: the block survives only while $\gamma\gg\eta$. For $v=0.05$ eV, $\eta=0.1$ meV leaves 0.074 and $\eta=1$ meV leaves 0.44.

\section{Beside a real filament}

The value $t=1$ eV is a rough choice for a one-atom-wide metal filament in an oxide memory cell, and the couplings are illustrative. Placing the Fermi level at 0.2 eV is an assumption: a chain with one electron per site has it at the band centre, about 160 half-widths from the level when $v=0.05$ eV. For that coupling, a bias window of 0.1 V centred on the level gives a mean transmission of 0.96 at zero temperature, if the bias leaves $T(E)$ unchanged.

Of the neglected energies estimated here, the largest is that of repulsion. For a rough orbital radius of 0.3 nm and relative permittivity 10, the charging energy $e^2/(4\pi\epsilon_0\epsilon_rr)$ is 0.48 eV, hundreds of times the $\gamma$ found for $v=0.05$ eV. If one electron of fixed spin sits on the defect, electrons of the other spin meet a level raised by this amount and pass almost freely. The spin-averaged transmission at the energy $\varepsilon_d$ is then 0.5 instead of 0. This is not the low-temperature conductance: to keep the level filled, the Fermi level must lie several $\gamma$ above it, where in this static estimate both spins pass almost freely. The estimate also omits spin flips. At low enough temperature they can restore the block at the Fermi level, even when the charging energy splits the defect level. For a singly occupied level well below the Fermi level, the temperature required falls exponentially as $\gamma$ is reduced. With the Fermi level midway between the two split levels and a charging energy $E_c$, the factor is about $e^{-\pi E_c/8\gamma}$, or $e^{-150}$ for $v=0.05$ eV, which is out of reach.

The lattice also moves the level. For one vibration of energy $\hbar\omega$ and reorganization energy $\lambda$, the thermal variance of the level is $\lambda\hbar\omega\coth(\hbar\omega/2k_BT_e)$. Rough values of 50 meV and 0.1 eV give an rms motion of 82 meV at 300 K. This is far more than $\gamma$ for $v=0.05$ eV. The vibration period, 83 fs, is shorter than the residence time of 262 fs, so the dip splits into narrow copies spaced by $\hbar\omega$; for one electron, without a Fermi sea, the deepest of them reaches only $T\approx0.76$. The speed is not what does the harm: a slow motion of the same rms size would leave a time-averaged transmission of 0.98. The elastic line shape (\ref{T}) is then not a prediction for such a cell. For a single chain touched by the defect at one site only, the one-electron dip described here is expected to be deep if the Fermi level lies well within $\gamma$ of the defect level, if $\gamma$ is much larger than the bias window, the thermal energy, the phase-loss width and the level motion, and if the charging energy is much smaller than $\gamma$. With the charging energy estimated above, the last condition needs $v$ well above 1 eV, so a weakly coupled trap does not meet it. A second contact or a path around the contact site can move the zero away from the defect level, and a second open channel leaves part of the current, even when all these conditions hold. Nor are all of them necessary. At low temperature, a fast vibration coupled weakly enough to the defect can leave a deep dip even when the level motion exceeds $\gamma$. The dip is lowered by about $\lambda$, which may itself exceed $\gamma$: for $v=0.05$ eV, $\hbar\omega=50$ meV and $\lambda=2$ meV, the one-electron minimum at zero temperature is 0.04 and lies $1.6\gamma$ below $\varepsilon_d$. A larger charging energy takes the wire outside this picture, but does not by itself rule out a dip.

All numerical values are calculated from the stated model.
